\section*{Nuclear Stopping Cross Section from a Power-Law Energy-Transfer Distribution, part 2}

An ion of mass $M_1$, laboratory energy $E$ and speed $v$, with $v^2=2E/M_1$, collides elastically with a free atom of mass $M_2$ at rest and gives it the energy $T=\gamma E\sin^2(\theta/2)$. Here $\theta$ is the deflection in the centre-of-mass frame and $\gamma=4M_1M_2/(M_1+M_2)^2$. The mechanics is classical and non-relativistic. Formulas hold in any consistent units; numbers are in eV and \AA. The assumed collision law is
\begin{equation}
d\sigma=C\,E^{-m}\,T^{-1-m}\,dT,\qquad 0<T\le T_{\max},
\label{law}
\end{equation}
with $T_{\max}=\gamma E$, $m<1$, and $C$ independent of $E$ and $T$. It gives the stopping cross section
\begin{equation}
S=\int T\,d\sigma=\frac{C\gamma^{1-m}}{1-m}E^{1-2m}.
\label{S2}
\end{equation}
With $N$ atoms per unit volume, the mean loss per path length is $NS$. If this is the only loss, $N$ is constant and fluctuations are ignored, an ion of initial energy $E_0$ stops, for $m>0$, after the path length
\begin{equation}
R(E_0)=\frac{E_0^{2m}}{2mN\kappa}=\frac{E_0}{2mN\,S(E_0)} ,
\label{R}
\end{equation}
where $\kappa=C\gamma^{1-m}/(1-m)$.

The problem is to find $C$ for atoms that repel each other with the potential energy $V(r)=k\,r^{-s}$, $k>0$, $s>1$, and to see how far the law can be trusted. For a distant collision with impact parameter $b$, the straight-line (impulse) calculation, to leading order in $k$, gives the target the momentum
\begin{equation}
\Delta p=\frac{\beta k}{v\,b^{s}},\qquad
\beta=\frac{2\sqrt\pi\;\Gamma\!\left(\frac{s+1}{2}\right)}{\Gamma\!\left(\frac s2\right)} ,
\end{equation}
and hence the energy
\begin{equation}
T=\frac{M_1\,\beta^2k^2}{4M_2\,E\,b^{2s}} .
\label{Tb}
\end{equation}

The example has $M_1/M_2=1/2$, $m=1/3$, $N=0.05$ \AA$^{-3}$ and a repulsion of 300 eV at 1 \AA. With the $C$ computed below, $\gamma=0.8889$, and at $E=1000$ eV the law gives $S=820$ eV\,\AA$^2$ and $R=36.6$ \AA. The closing table also lists the exponent of $E$ found when the integral for $S$ is stopped at the fixed transfer $T=100$ eV.

\subsection{The cross section}

Define $m=1/s$, so that $s>1$ means $0<m<1$. Solving \eqref{Tb} for $b^2$ gives
\begin{equation}
b^2=\left[\frac{M_1}{M_2}\left(\frac{\beta k}{2}\right)^2\frac{1}{E\,T}\right]^m .
\label{b2}
\end{equation}
$T$ decreases as $b$ grows, so transfers above $T$ come from the disc of area $\pi b^2$. The area belonging to the interval $dT$ is $-\,d(\pi b^2)/dT$ times $dT$. The derivative of $T^{-m}$ is $-mT^{-1-m}$, the signs cancel, and the assumed law appears with
\begin{equation}
C=\pi m\left(\frac{M_1}{M_2}\right)^m\left(\frac{\beta k}{2}\right)^{2m}.
\label{C}
\end{equation}
For the example, $s=3$, $k=300$ eV\,\AA$^3$ and $\beta=4$, so
\begin{align}
C&=\frac{\pi}{3}\left(\frac12\right)^{1/3}(600)^{2/3}\ \text{\AA}^2\,\text{eV}^{2/3}\nonumber\\
&=59.13\ \text{\AA}^2\,\text{eV}^{2/3}.
\end{align}

The derivation holds for $T\ll\gamma E$. Using the law up to $T=\gamma E$ is an extrapolation. Let $E_c=EM_2/(M_1+M_2)$ be the energy of the relative motion. Since $M_1/(M_2\gamma E^2)=1/(4E_c^2)$, \eqref{b2} reaches $T=\gamma E$ at
\begin{equation}
b_*^2=\left(\frac{\beta k}{4E_c}\right)^{2m},
\end{equation}
and \eqref{S2} with \eqref{C} can be written
\begin{equation}
S=\frac{m}{1-m}\,\pi b_*^2\,\gamma E .
\label{disc}
\end{equation}
For $b<b_*$ the straight-line formula would give forbidden transfers above $\gamma E$. The truncated law omits this disc, although real collisions occur there.

\subsection{Full classical scattering}

The extrapolation can be judged by solving the collision in the same potential without assuming a small angle. The relative motion has energy $E_c$, speed $v$ at large distance and constant angular momentum. Its radial speed is $v(1-V/E_c-b^2/r^2)^{1/2}$ and its angular speed is $vb/r^2$. Dividing the second by the first, and counting the way in and the way out, gives the angle swept, which is $\pi-\theta$ for a repulsion:
\begin{equation}
\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}} .
\label{theta}
\end{equation}
The closest distance $r_0$ is the zero of the root.

Measure lengths in units of $r_h=(k/E_c)^m$, the closest distance in a head-on collision. With $b=r_hx$ and $r=r_h\rho$ the expression under the root becomes $1-\rho^{-s}-x^2/\rho^2$, and $\theta$ depends on $x$ and $s$ alone. Summing over impact parameters,
\begin{align}
S_{\rm full}&=\int_0^\infty\gamma E\sin^2(\theta/2)\,2\pi b\,db\nonumber\\
&=2\pi\gamma E\left(\frac{k}{E_c}\right)^{2m}I_s,\\
I_s&=\int_0^\infty\sin^2\!\big(\theta(x)/2\big)\,x\,dx .
\end{align}
At large $x$ the integrand falls as $x^{1-2s}$, so $I_s$ is finite for $s>1$. Because $E_c\propto E$, it follows that $S_{\rm full}\propto E^{1-2m}$. For this potential the exponent does not rest on the small-angle approximation; the prefactor does. By \eqref{disc}, $S$ also equals $\gamma E(k/E_c)^{2m}$ times a number set by $s$, so $S/S_{\rm full}$ depends neither on $E$ nor on $k$ nor on the masses.

\subsection{A form for computation, and the first correction}

Put $r=r_0/\sin\varphi$ in \eqref{theta}, and define $P=V(r_0)/E_c$ and $Q=b^2/r_0^2$. The root vanishes at $r_0$, so $P+Q=1$. The expression under it is then
\begin{align}
1-P\sin^s\!\varphi-Q\sin^2\!\varphi&=\cos^2\!\varphi\,\left[Q+P\,h(\varphi)\right],\\
h(\varphi)&=\frac{1-\sin^s\!\varphi}{1-\sin^2\!\varphi}.
\end{align}
With $dr/r^2=-\cos\varphi\,d\varphi/r_0$ the factor $\cos\varphi$ cancels. Writing $\pi$ as $2\int_0^{\pi/2}d\varphi$ gives, for $b>0$,
\begin{equation}
\theta=2\int_0^{\pi/2}\left[1-\left(1+\frac{P\,h}{Q}\right)^{-1/2}\right]d\varphi .
\label{num}
\end{equation}
The integrand is bounded. For small $\theta$ the bracket should be evaluated with functions that keep accuracy near 1, to avoid a difference of nearly equal numbers.

Now let $\epsilon=k/(E_cb^s)$ be small. Since $r_0=b\,Q^{-1/2}$, $P=\epsilon(1-P)^{s/2}=\epsilon-\tfrac s2\epsilon^2$ to second order. The bracket in \eqref{num} is $\tfrac12Ph(1+P)-\tfrac38P^2h^2$ to the same order. With $H_n=\int_0^{\pi/2}h^n\,d\varphi$,
\begin{align}
\theta&=H_1\epsilon\,(1-c\,\epsilon),\\
c&=\frac s2-1+\frac34\,\frac{H_2}{H_1}.
\end{align}
The leading term must agree with the impulse result. There $\theta=\Delta p/(\mu v)$, with $\mu$ the reduced mass and $\mu v^2=2E_c$, which gives $\theta=\beta\epsilon/2$. Hence $H_1=\beta/2$.

The ratio $H_2/H_1$ is a mean of $h$ with the positive weight $h$, so it lies between the smallest and largest values of $h$. With $y=\sin^2\!\varphi$, $h$ is the slope of the chord of the curve $y^{s/2}$ from $y$ to 1. It changes monotonically from 1 at $y=0$ to $s/2$ at $y\to1$, so these are the two extreme values. For $s\ge2$ this makes $c$ positive. For $s=3/2$ it gives $c\ge-\tfrac14+\tfrac9{16}>0$.

Inverting to first order, $\epsilon=(2\theta/\beta)(1+2c\theta/\beta)$. Since $b^2=r_h^2\epsilon^{-2m}$,
\begin{equation}
b^2=r_h^2\left(\frac{2\theta}{\beta}\right)^{-2m}\left(1-\frac{4mc}{\beta}\theta\right).
\end{equation}
Differentiating and dividing by the derivative of the leading term gives
\begin{equation}
\frac{d\sigma_{\rm full}}{d\sigma}=1+(1-2m)\frac{2c}{\beta}\,\theta .
\label{corr}
\end{equation}
Replacing $\sin^2(\theta/2)$ by $\theta^2/4$ changes this only at order $\theta^2$. For soft collisions the power law is thus too small at $m=1/3$ and too large at $m=2/3$. At $m=1/2$ the first correction vanishes.

\subsection{Numerical comparison}

The equations of motion of both atoms were integrated for $s=3$ and $E=1000$ eV. A head-on collision gives $T=888.9$ eV, which is $\gamma E$. At $b=0.5$ \AA\ the trajectory and \eqref{num} both give 406.1 eV. At $b=5$ \AA\ the trajectory gives 0.01140 eV and \eqref{Tb} gives 0.01152 eV, which is 1.1\% larger relative to the trajectory. The second-order term accounts for this. Here $\epsilon=300/(666.7\times125)=0.0036$, and $1\le h\le3/2$ puts $c$ between 1.25 and 1.63, so $T\propto\theta^2$ is lowered by $2c\epsilon$, between 0.9\% and 1.2\%.

For $m=1/3$ the ratio $d\sigma_{\rm full}/d\sigma$ is 1.005 at $T/\gamma E=10^{-4}$, 1.05 at $10^{-2}$, 1.16 at 0.1, 1.36 at 0.5 and 1.50 at 0.9. For this $m$ the law is accurate for soft collisions and gives too few hard ones. For $m=2/3$ it gives too many hard ones; the ratio is 0.89 at $T/\gamma E=0.9$.

The next table compares the stopping cross sections at 1000 eV, in eV\,\AA$^2$. In each case $V=300$ eV at 1 \AA.
\begin{center}
\begin{tabular}{cccc}
$m$ & $S$ & $S_{\rm full}$ & $S/S_{\rm full}$\\
$1/3$ & 820 & 1062 & 0.77\\
$1/2$ & 987 & 999 & 0.99\\
$2/3$ & 1097 & 1037 & 1.06
\end{tabular}
\end{center}
Relative to full scattering, the power law is 23\% low, 1\% low and 6\% high. For $m=1/3$ and $2/3$ the signs are those of \eqref{corr}, but that expansion does not cover hard collisions and does not prove the sign for the integral. Between 1000 and 8000 eV the full calculation was tested to follow $E^{1-2m}$ in all three cases.

If only the mean loss matters, multiplying $C$ by $S_{\rm full}/S$ repairs it at every energy for this potential. For $m=1/3$ the factor is $1061.6/819.9=1.29$, and the mean-rate path length $R$ at 1000 eV falls from 36.6 to $36.6\times0.772=28.3$ \AA. With the fluctuations of the loss included, the mean path length in full scattering is shorter still, 25.8 \AA. The factor does not repair the distribution of $T$: it would spoil the soft collisions, where the original $C$ is accurate.

\subsection{Use with a screened potential}

The repulsion between real atoms is screened by their electrons and steepens with distance, so one value of $m$ serves a limited range of energies and transfers. Even at a fixed energy, hard and soft collisions in general follow different values of $m$. Over a limited range of energy, an effective $m$ for the stopping, though not for the whole distribution of $T$, can be read from a computed stopping curve, since \eqref{S2} implies
\begin{equation}
m=\frac12\left(1-\frac{d\ln S}{d\ln E}\right).
\end{equation}
If ranges with constants $(m_1,C_1)$ and $(m_2,C_2)$ meet at $E_1$, equating the two forms of \eqref{S2} there keeps $S$ continuous:
\begin{equation}
C_2=C_1\,\frac{1-m_2}{1-m_1}\,\gamma^{m_2-m_1}E_1^{2(m_2-m_1)} .
\end{equation}
The distribution of $T$ still jumps at $E_1$. The path lengths spent in the separate ranges add.

The description fails at low energy, for two reasons. When the ion energy is comparable with the binding of atoms in the solid, the target atom is not free. The picture of separate binary collisions can fail at much higher energy, once the head-on distance $(k/E_c)^m$ is comparable with half the atomic spacing, because the ion then interacts with several atoms at once. In the example the spacing is about $N^{-1/3}=2.7$ \AA, and the head-on distance equals half of it at $E=180$ eV. With a single $m$, the part of $R$ spent below an energy $E_1$ is $(E_1/E)^{2m}$. For $E_1=180$ eV and $E=1000$ eV this is 0.32, so about a third of the path length in the example lies below 180 eV. This energy is not a sharp limit, and the rest of the path is not safe either. At the centre of a square of four atoms with the spacing of the example, each atom is 1.92 \AA\ away and contributes 42 eV. Together they give 170 eV, which is not small compared with 1000 eV. These energies belong to the unscreened power $r^{-3}$, which is long-ranged compared with a screened repulsion, and they depend strongly on the pair of atoms. With the universal screened (ZBL) potential at the same distances, the 180 eV and 170 eV become about 14 eV and 8 eV for nitrogen on silicon, and about 108 eV and 46 eV for zirconium on tungsten, a pair with nearly 300 eV at 1 \AA. The value of $R$ therefore illustrates the formulas and is not a prediction for a solid. Energy given to electrons is not contained in $S$; where it matters, its own stopping term must be added to $NS$, and \eqref{R} no longer applies. The remaining computed values are in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
mass ratio M1/M2 = 0.500
V at 1 angstrom = 300.0 eV
example: s = 3, m = 0.33333
atomic density N = 0.050 per angstrom^3
gamma = 0.88889
beta = 4.00000
C = 59.1270 angstrom^2 eV^(2/3)
E = 1000 eV: T_max = 888.89 eV
  S = 819.93 eV angstrom^2
  S = 107.603 hartree bohr^2
  N S = 40.996 eV/angstrom
  path length R = 36.59 angstrom
E = 8000 eV: T_max = 7111.11 eV
  S = 1639.86 eV angstrom^2
  S = 215.205 hartree bohr^2
  N S = 81.993 eV/angstrom
  path length R = 146.35 angstrom
S ratio, high E to low E = 2.00000
R ratio, high E to low E = 4.00000
share of S from T < 10 eV at low E = 0.05021
exponent with T limit fixed at 100 eV = -0.33333
Newton's equations at low E, s = 3:
  b = 0: T = 888.889 eV
  b = 0.5 angstrom: T = 406.117 eV
    deflection integral: T = 406.117 eV
  b = 5 angstrom: T = 0.011399 eV
    impulse formula: T = 0.011520 eV
Power law and full classical scattering, S in eV angstrom^2:
  m = 0.3333: full-scattering exponent = 0.33333
    power law S: low E 819.93, high E 1639.86
    full S at low E 1061.61, power/full = 0.7723
  m = 0.5000: full-scattering exponent = -0.00000
    power law S: low E 986.96, high E 986.96
    full S at low E 999.28, power/full = 0.9877
  m = 0.6667: full-scattering exponent = -0.33333
    power law S: low E 1096.70, high E 548.35
    full S at low E 1036.71, power/full = 1.0579
dsigma/dT, full scattering / power law, m = 1/3:
  T/T_max = 0.0001: 1.0049
  T/T_max = 0.0100: 1.0495
  T/T_max = 0.1000: 1.1590
  T/T_max = 0.5000: 1.3650
  T/T_max = 0.9000: 1.4973
\end{verbatim}
